\section*{Can faster heating make a spike-annealed junction arbitrarily shallow?}

\section*{Question}

In a spike anneal the wafer is ramped to a peak temperature and allowed to cool at once, with no hold at the peak. Dopants diffuse appreciably only while the wafer is hot. If I double the heating rate, the wafer spends half as long on the way up, so there should be half as much diffusion. Taking this further, an infinitely fast ramp should leave no time for diffusion at all. Can I therefore make the junction as shallow as I like by buying a faster heater, with the peak temperature unchanged? If not, where does the argument go wrong, and at what ramp rate does it stop being useful?

\section*{Answer}

No. Your argument counts the time spent heating and leaves out the time spent cooling. A faster ramp shrinks the first and, if the cooling curve is unchanged, does nothing to the second. Even with no diffusion whatever, the junction would still lie at its as-implanted depth. Both statements can be made quantitative.

\subsection*{The diffusion budget acts as a clock}

Let $x$ be the depth below the surface and $C(x,t)$ the dopant concentration. I take a diffusivity that depends on temperature but not on concentration,
\begin{equation}
D(T)=D_p\exp\left[-\frac{E}{k}\left(\frac1T-\frac1{T_p}\right)\right],
\end{equation}
where $T_p$ is the peak temperature, $D_p=D(T_p)$ and $E$ is the activation energy. Define the budget $B$ by $dB=D(T(t))\,dt$, starting from zero. Since $\partial C/\partial t=D\,\partial C/\partial B$, the diffusion equation becomes
\begin{equation}
\frac{\partial C}{\partial t}=D\frac{\partial^2C}{\partial x^2}
\quad\Longrightarrow\quad
\frac{\partial C}{\partial B}=\frac{\partial^2C}{\partial x^2}.
\end{equation}
The temperature history enters through $B$ alone.

Suppose the implant is a half-Gaussian of width $s_0$ with its maximum at the surface, and no dopant escapes. With dose $Q$ per area, the solution is
\begin{equation}
C=\frac{2Q}{\sqrt{2\pi v}}\,e^{-x^2/2v},\qquad v=s_0^2+2B .
\end{equation}
It has zero slope at $x=0$, as a reflecting surface requires. It also satisfies $\partial C/\partial v=\tfrac12\,\partial^2C/\partial x^2$, and $dv/dB=2$ supplies the missing factor.

The junction depth $x_j$ is where $C$ equals the background doping $C_B$. Taking the logarithm of $C(x_j)=C_B$ gives
\begin{equation}
x_j^2=2v\ln\frac{2Q}{\sqrt{2\pi v}\,C_B}=vL,\qquad
L=\ln\frac{2Q^2}{\pi vC_B^2}.
\label{depth}
\end{equation}
Because $dL/dv=-1/v$, we have $d(x_j^2)/dv=L-1$. Hence $2x_j\,dx_j/dB=2(L-1)$, or
\begin{equation}
\frac{dx_j}{dB}=\frac{L-1}{x_j}.
\label{slope}
\end{equation}
More budget means a deeper junction as long as $L>1$, that is, $x_j>\sqrt v$. This holds throughout the example below. If the background were so high that the junction lay within one width of the surface, dilution would win and the junction would retreat.

\subsection*{What the heating rate controls}

Heat linearly at rate $R$, so that $dt=dT/R$. The heating part of the budget is $B_{\rm up}=K/R$ with $K=\int D\,dT$. The lower limit may be set to zero: for a ramp starting at 900 K, with the parameters below, $D$ at the start is smaller than at the peak by $e^{-14.4}\approx6\times10^{-7}$.

Write $a=E/k$, $z=a/T_p$ and $\theta=1/z=kT_p/E$. Integration by parts, followed by $y=a/T$, gives
\begin{align}
\int_0^{T_p}e^{-a/T}dT
&=T_pe^{-z}-a\int_0^{T_p}\frac{e^{-a/T}}{T}\,dT\nonumber\\
&=T_pe^{-z}-a\int_z^\infty\frac{e^{-y}}{y}\,dy .
\end{align}
The last integral is the exponential integral $E_1(z)$. Multiplying by $D_pe^z$ and using $a=zT_p$,
\begin{equation}
K=D_pT_p\left[1-ze^zE_1(z)\right]
\simeq D_pT_p\theta(1-2\theta+6\theta^2).
\end{equation}
The second form uses the large-$z$ expansion $ze^zE_1(z)\simeq1-1/z+2/z^2-6/z^3$. To leading order, the heating budget is the same as if the diffusivity had its peak value while the wafer crosses a window of width $\theta T_p=kT_p^2/E$ just below the peak, and were zero at lower temperatures.

\subsection*{What it does not control}

Call the cooling part $B_{\rm down}$. The total is
\begin{equation}
B(R)=\frac KR+B_{\rm down}.
\label{total}
\end{equation}
At fixed $T_p$ and a fixed cooling curve, $R\to\infty$ removes the first term and leaves the second.

The second term cannot vanish if the cooling rate is bounded. Let $-dT/dt\le R_{\max}$ during cooling. Then $1\ge(-dT/dt)/R_{\max}$, and multiplying by the positive quantity $D$ and integrating gives
\begin{equation}
B_{\rm down}=\int D\,dt\ge\frac1{R_{\max}}\int D\left(-\frac{dT}{dt}\right)dt
=\frac K{R_{\max}},
\label{bound}
\end{equation}
provided the wafer cools until $D$ is negligible. The shape of the cooling curve is otherwise free.

For an actual value, let a uniformly hot wafer of thickness $h$, emissivity $\varepsilon$ and heat capacity per volume $c_V$ radiate from both faces to cold walls. With $\sigma$ the Stefan--Boltzmann constant, energy balance reads
\begin{equation}
c_Vh\frac{dT}{dt}=-2\varepsilon\sigma T^4
\quad\Longrightarrow\quad
\frac{dT}{dt}=-R_c\left(\frac T{T_p}\right)^4,\qquad
R_c=\frac{2\varepsilon\sigma T_p^4}{c_Vh}.
\end{equation}
Here $R_c$ is the cooling rate at the peak. Changing variable from $t$ to $T$, and then to $u=1/T$, for which $T^{-4}dT=-u^2du$,
\begin{align}
B_{\rm down}
&=\frac{D_pT_p^4e^z}{R_c}\int_0^{T_p}T^{-4}e^{-a/T}dT
=\frac{D_pT_p^4e^z}{R_c}\int_{1/T_p}^\infty u^2e^{-au}du\nonumber\\
&=\frac{D_pT_p^4}{R_c}\left(\frac1{aT_p^2}+\frac2{a^2T_p}+\frac2{a^3}\right)
=\frac{D_pT_p\theta}{R_c}(1+2\theta+2\theta^2).
\label{down}
\end{align}
The last step uses $a=T_p/\theta$. The result exceeds $K/R_c$, as it must, because the wafer cools more slowly as its temperature drops.

\subsection*{A worked case}

Take $T_p=1320$ K, $E=3.5$ eV, $D_p=50$ nm$^2$/s, $h=775$ $\mu$m, $\varepsilon=0.7$ and $c_V=2.2\times10^6$ J/(m$^3$\,K). The dopant has $s_0=5$ nm, $Q=2\times10^{14}$ cm$^{-2}$ and $C_B=10^{18}$ cm$^{-3}$. These are round model parameters.

Then $\theta=0.0325$, the window is $\theta T_p=42.9$ K, and $R_c=141$ K/s. Equation (\ref{down}) gives
\begin{equation}
B_{\rm down}=\frac{50\times42.9}{141.35}\,(1+0.0650+0.0021)
=16.2\ {\rm nm^2}.
\end{equation}
Direct time integration of the cooling curve gives the same value. Walls at 300 K raise it by 0.3\%. The bound (\ref{bound}) with $R_{\max}=R_c$ is 14.3 nm$^2$. An irregular cooling curve whose rate swings between $0.3R_c$ and $R_c$ gives 21.8 nm$^2$, also above the bound.

On the heating side $K=2018$ nm$^2$\,K/s. The depths follow from (\ref{depth}) and (\ref{total}):

\begin{center}
\begin{tabular}{rrrr}
$R$ (K/s) & $B_{\rm up}$ (nm$^2$) & $B$ (nm$^2$) & $x_j$ (nm)\\
50 & 40.4 & 56.5 & 36.8\\
150 & 13.5 & 29.6 & 29.5\\
250 & 8.1 & 24.3 & 27.7\\
500 & 4.0 & 20.2 & 26.3\\
1000 & 2.0 & 18.2 & 25.6\\
$\infty$ & 0 & 16.2 & 24.8
\end{tabular}
\end{center}

At the floor, $v=25+2\times16.193=57.4$ nm$^2$ and $L=10.7$, so $x_j=\sqrt{57.4\times10.7}=24.8$ nm. The as-implanted depth is 17.0 nm. Cooling alone therefore costs 7.8 nm, which no increase in $R$ recovers while the cooling curve stays as it is. A numerical solution of the diffusion equation through the full temperature history gives 27.7 nm at 250 K/s and 24.8 nm for cooling alone, in agreement with the table.

\subsection*{Where a faster ramp stops paying}

Heating and cooling contribute equally when $K/R=B_{\rm down}$, at
\begin{equation}
R_{\rm eq}=\frac K{B_{\rm down}}
\simeq R_c\,\frac{1-2\theta+6\theta^2}{1+2\theta+2\theta^2}
\simeq R_c(1-4\theta).
\end{equation}
The unexpanded ratio is 125 K/s here. Your rule that doubling the ramp halves the diffusion is a good approximation for $R\ll R_{\rm eq}$, where heating dominates. For $R\gg R_{\rm eq}$, expanding the depth about the floor gives
\begin{equation}
x_j(R)-x_j(\infty)\simeq
\left.\frac{dx_j}{dB}\right|_{B_{\rm down}}\frac KR .
\end{equation}
The slope (\ref{slope}) at the floor is $9.70/24.78=0.39$ nm$^{-1}$. At 1000 K/s this predicts 0.79 nm still to be gained; the full formula gives 0.77 nm. The linear estimate is slightly high because the slope falls as $B$ grows: $L-1$ decreases while $x_j$ increases.

Compare two improvements to the 250 K/s process, both at the same peak temperature. Infinitely fast heating with the old cooling gives 24.8 nm. Doubling the cooling rate at every temperature, with heating still at 250 K/s, halves $B_{\rm down}$ and also gives 24.8 nm. The near equality comes from the choice of ramp: the two budgets coincide when $K/R=B_{\rm down}/2$, or $R=2R_{\rm eq}=249$ K/s. Above that ramp, doubling the cooling rate gains more than any further increase in heating rate.

Lowering the peak is another way to reduce the budget. Since $D$ changes by a factor $e$ over about 43 K, a peak 10 K lower cuts both parts by about a fifth. It also changes the electrical activation of the dopant, which this model does not describe, so it is not a free substitute for faster cooling.

\subsection*{When the cooling curve is no longer fixed}

The limit $R\to\infty$ above is a mathematical limit for a wafer of uniform temperature. Suppose one face absorbs the heat and the other is insulated. Once the temperature profile has settled, every point warms at rate $R$, so $R=\alpha\,d^2T/dy^2$, where $\alpha$ is the thermal diffusivity and $y$ is measured from the insulated face. With $dT/dy=0$ at $y=0$, two integrations give
\begin{equation}
T(h)-T(0)=\frac{Rh^2}{2\alpha}.
\end{equation}
For $\alpha=10^{-5}$ m$^2$/s this is 7.5 K at 250 K/s and 30 K at 1000 K/s. If the far face radiates, as in the cooling model, the heat it loses must also cross the wafer, which adds $R_ch^2/2\alpha\simeq4$ K near the peak. When the heating stops, the heated face relaxes toward the cooler interior, so its cooling curve depends on $R$ and its cooling budget falls below the uniform value. With conduction and radiation from both faces, and the heated face peaking at 1320 K, one-sided heating gives $B_{\rm down}\approx13.7$ nm$^2$ and $x_j\approx26.9$ nm at 250 K/s. At 1000 K/s, where the difference is comparable with the 43 K window, it gives about 9.9 nm$^2$ and 23.0 nm, already below the uniform-wafer floor. Heating both faces equally weakens the effect: $x_j\approx27.5$ nm at 250 K/s and 24.8 nm at 1000 K/s. The table therefore describes a wafer of uniform temperature.

Much faster surface heating is a different process, because the cold bulk then cools the surface by conduction. While the heated layer is thin compared with the wafer, treat the wafer as a half-space. A unit of heat per area deposited at the surface raises the surface temperature by $1/(c_V\sqrt{\pi\alpha t})$ after time $t$. Summing such contributions for a constant flux $q$ gives
\begin{equation}
\Delta T(t)=\frac q{c_V\sqrt{\pi\alpha}}\int_0^t\frac{dt'}{\sqrt{t-t'}}
=\frac{2q}{c_V}\sqrt{\frac t{\pi\alpha}} .
\end{equation}
Let the flux last for a time $t_p$ and reach a rise $\Delta T_p$. Switching it off is the same as adding a flux $-q$ from $t_p$ onward, so
\begin{equation}
\frac{\Delta T}{\Delta T_p}=
\begin{cases}
\sqrt{t/t_p}, & t\le t_p,\\[2pt]
\sqrt{t/t_p}-\sqrt{t/t_p-1}, & t>t_p.
\end{cases}
\end{equation}
Temperature now depends on $t/t_p$ alone. At fixed starting and peak temperatures, $\int D\,dt$ is thus proportional to $t_p$ in both parts, if the cooling part is cut off at a fixed multiple of $t_p$ (here $3t_p$; the cutoff is needed because the half-space only returns to its starting temperature, where $D$ is small but not zero). A shorter pulse shortens the cooling as well.

For a 1 ms pulse from 900 K to 1320 K, heating contributes 0.0087 nm$^2$ and cooling 0.0013 nm$^2$. A heat-conduction calculation for the finite wafer, followed from the start of the pulse until $t=3t_p$, agrees with each part within 5\%. The junction stays at 17.0 nm. The floor of 24.8 nm thus belongs to the radiative cooling curve and is not universal. What remains is the as-implanted depth, plus the small diffusion during any preheat and during the slow cooling of the warmed bulk, which the pulse figures leave out.

\subsection*{How this relates to real wafers}

The thickness, peak temperature and activation energy are representative of boron spike annealing in silicon. Ramps of 150 to 250 K/s are realistic; the 1000 K/s row is well above usual lamp-heated spikes. Real cooling can be slower than the model's 141 K/s, since hot or reflecting chamber walls return radiation and lamps do not go dark at once. The value of $D_p$ is roughly ten times the intrinsic boron diffusivity at this temperature, as a crude allowance for faster diffusion at high concentration. It overstates that effect near the junction, where $10^{18}$ cm$^{-3}$ lies below the intrinsic carrier density of about $10^{19}$ cm$^{-3}$ and the diffusivity is close to intrinsic. A textbook diffusivity that follows the Fermi level, without implant damage, puts the floor at roughly 18 to 21 nm.

That single constant is the weakest assumption. If $D_p$ is reduced tenfold, $B_{\rm down}$ becomes 1.6 nm$^2$ and (\ref{depth}) puts the floor near 18 nm, about 1 nm beyond the implant instead of 7.8 nm. The real diffusivity varies across the profile, which also changes its shape, so these two figures show the sensitivity and are not bounds on a device. The initial surface concentration is $3.2\times10^{20}$ cm$^{-3}$, high enough that part of the boron may be clustered and immobile, whereas the model lets all of it diffuse. Implant damage can add transient diffusion that depends on the implant and the thermal history; its size cannot be obtained from this model. By contrast, $R_{\rm eq}$ does not contain $D_p$, so changing that constant alone leaves it unchanged; an enhancement that varies with temperature would shift it. It is instead proportional to the cooling rate: halving $\varepsilon$ halves $R_{\rm eq}$ to 62 K/s, doubles $B_{\rm down}$ and moves the floor to 30.3 nm. To locate the ramp at which cooling takes over, one therefore needs the actual cooling curve. The numerical output below gives the values to more digits.

\section*{Table of computed values}
\begin{verbatim}
peak temperature 1320 K, ramp start 900 K
activation energy 3.5 eV, D at peak 50 nm^2/s
wafer thickness 775 um, emissivity 0.7
heat capacity per volume 2.2e+06 J/(m^3 K)
thermal diffusivity 1.0e-05 m^2/s
initial width s0 5.0 nm, dose 2.0e+14 cm^-2
background concentration 1.0e+18 cm^-3
theta = k T_peak / E: 0.03250
temperature window theta*T_peak: 42.90 K
K exact 2017.62, K three-term series 2019.15 nm^2 K/s
initial radiative cooling rate 141.35 K/s
B_down formula 16.193 nm^2, time integration 16.193 nm^2
B_down with 300 K walls 16.243 nm^2
lower bound K/R_cool 14.273 nm^2
irregular cooling budget 21.836 nm^2
ramp with equal heating and cooling budgets 124.60 K/s
as-implanted junction depth 16.98 nm
ramp K/s | B_up nm^2 | B total nm^2 | depth nm | front-back K
50 | 40.352 | 56.545 | 36.83 | 1.5
150 | 13.451 | 29.644 | 29.49 | 4.5
250 | 8.070 | 24.263 | 27.72 | 7.5
500 | 4.035 | 20.228 | 26.30 | 15.0
1000 | 2.018 | 18.210 | 25.55 | 30.0
infinite (formal) | 0 | 16.193 | 24.78 | -
simulated depth at 250 K/s 27.72 nm
simulated depth, cooling only 24.78 nm
floor minus as-implanted depth 7.80 nm
Gaussian width at floor 7.58 nm
logarithm L at floor 10.700
slope d(depth)/dB at floor 0.3915 nm^-1
excess depth at 1000 K/s: actual 0.775 nm, 1/R law 0.790 nm
250 K/s with doubled cooling rate: B 16.167 nm^2, depth 24.77 nm
1 ms surface pulse: heating budget 0.00874 nm^2
1 ms surface pulse: cooling budget 0.00128 nm^2
1 ms surface pulse: depth 16.985 nm
\end{verbatim}
